# Why a lossless half-wave resist film leaves an absorbing substrate's reflectance unchanged

**Q:** I have a transparent resist film on silicon and shine 248 nm light straight down on it. Silicon absorbs strongly at that wavelength, so its reflection carries an awkward phase. If the film is a whole number of half-wavelengths thick, does that phase spoil the usual cancellation of the film's effect?

**A:** It does not. The reflectance is that of bare silicon. To see why, ask what the air can learn about the layers below it.

Take flat, uniform, non-magnetic layers, monochromatic light and normal incidence, with all echoes coherent. The air has real index $n_0$, the film real index $n_1$ and thickness $d$, and the substrate complex index $N_2=n_2+ik_2$. It is thick enough that no light returns from its back. I use the time factor $e^{-i\omega t}$, with $z$ increasing downward from the top surface and $k_0=2\pi/\lambda$, where $\lambda$ is the vacuum wavelength.

The tangential electric and magnetic fields are continuous at each interface. By Faraday's law the magnetic field is proportional to $E'=dE/dz$, so $E$ and $E'$ are both continuous. In the air, with unit incident amplitude,

$$E=e^{ik_0n_0z}+r\,e^{-ik_0n_0z}.$$

At $z=0$ this gives $E=1+r$ and $E'=ik_0n_0(1-r)$. Define the surface admittance

$$Y=\frac{E'(0)}{ik_0E(0)}=n_0\frac{1-r}{1+r}.$$

Multiplying out, $Y+Yr=n_0-n_0r$, so

$$r=\frac{n_0-Y}{n_0+Y}.$$

Everything below the surface acts on the reflection through the single number $Y$. On a bare substrate the field is $e^{ik_0N_2z}$, which decays downward because $k_2>0$. Then $E'=ik_0N_2E$, so $Y=N_2$ and

$$r_{02}=\frac{n_0-N_2}{n_0+N_2}.$$

Absorption has made $Y$ complex, and that is all it has done to this formula.

**Q:** What does the film do to $Y$?

**A:** Inside the film $E''=-k_1^2E$, with $k_1=k_0n_1$. The solution with prescribed values of $E$ and $E'$ at the bottom, $z=d$, is

$$E(z)=E(d)\cos[k_1(z-d)]+\frac{E'(d)}{k_1}\sin[k_1(z-d)].$$

Set $z=0$ and write $\delta=k_1d$. Cosine is even and sine is odd, so

$$E(0)=\cos\delta\,E(d)-\frac{\sin\delta}{k_1}E'(d).$$

Differentiating first and then setting $z=0$ gives

$$E'(0)=k_1\sin\delta\,E(d)+\cos\delta\,E'(d).$$

If $d=m\lambda/(2n_1)$ with $m$ a positive integer, then $\delta=m\pi$, $\sin\delta=0$ and $\cos\delta=(-1)^m$. Both $E$ and $E'$ are multiplied by $(-1)^m$ across the film. Their ratio is unchanged, so the top surface has $Y=N_2$, as the bare substrate does. Hence $r=r_{02}$ and $R=|r|^2=|r_{02}|^2$.

The substrate's properties were not used in crossing the film. The phase you were worried about is contained in the ratio $E'/E$, and the film hands that ratio up intact. The half-wavelengths are counted inside the film, where the wavelength is $\lambda/n_1$.

The complex amplitudes agree when each is referred to its own top surface. Seen from a fixed plane in the air, the coated surface is closer by $d$, so the reflected wave differs in phase by $2k_0n_0d$. The reflectance is unaffected.

**Q:** Can you put numbers on it?

**A:** Take rough indices: 1.75 for the resist and $1.6+3.6i$ for silicon, with air at 1. For the bare surface,

$$R=\frac{(1-1.6)^2+3.6^2}{(1+1.6)^2+3.6^2}=\frac{13.32}{19.72}=0.6755.$$

One half-wave in the resist is $248/(2\times1.75)=70.86$ nm, and five make 354.29 nm. As a check that uses neither Fresnel coefficients nor the film formula, the wave equation was integrated numerically upward from deep in the silicon, where the field was set to zero. For the coated surface it gave $R=0.675456$, which agrees with the bare formula to all six printed digits.

**Q:** The film's top surface still reflects, and light still bounces inside. Where do those reflections go?

**A:** They are present, and they add up to the bare result. Let $r_{01}=(n_0-n_1)/(n_0+n_1)$ and $r_{12}=(n_1-N_2)/(n_1+N_2)$. Entering and leaving the film multiplies an echo by

$$\frac{2n_0}{n_0+n_1}\,\frac{2n_1}{n_0+n_1}=1-r_{01}^2.$$

A round trip contributes $p=e^{2i\delta}$, and reflection at the top from inside contributes $-r_{01}$. The geometric series of echoes is therefore

$$r=r_{01}+\frac{(1-r_{01}^2)r_{12}p}{1+r_{01}r_{12}p}=\frac{r_{01}+r_{12}p}{1+r_{01}r_{12}p}.$$

At a half-wave thickness $p=1$. Multiply numerator and denominator by $(n_0+n_1)(n_1+N_2)$. The numerator becomes

$$(n_0-n_1)(n_1+N_2)+(n_1-N_2)(n_0+n_1)=2n_1(n_0-N_2),$$

and the denominator becomes

$$(n_0+n_1)(n_1+N_2)+(n_0-n_1)(n_1-N_2)=2n_1(n_0+N_2).$$

The factor $2n_1$ cancels and leaves $r_{02}$.

In the example, the top reflection alone gives $|r|^2=0.074$. Adding one, two, three and four echoes gives 0.794, 0.684, 0.669 and 0.677, which closes in on 0.6755. The amplitude of each echo is $|r_{01}r_{12}|=0.2727\times0.7327=0.20$ times that of the one before.

**Q:** Does the silicon also absorb the same power as when it is bare?

**A:** Yes. The field at the top is $1+r_{02}$ times the incident field, and the field at the silicon is $(-1)^m$ times that. Its magnitude is therefore the bare value, $|t|=|2n_0/(n_0+N_2)|$. The power entering the silicon, relative to the incident power, is

$$\frac{n_2|t|^2}{n_0}=\frac{4n_0n_2}{|n_0+N_2|^2}=1-R.$$

The last equality follows from $|n_0+N_2|^2-|n_0-N_2|^2=4n_0n_2$. For five half-waves $t=-0.2637+0.3651i$, the negative of the bare value, and the absorbed fraction is $1.6\times0.2028=0.3245$.

**Q:** Then does the substrate's absorption change anything in a plot of reflectance against resist thickness?

**A:** It moves the extrema away from the half-wave points. Write $r_{12}=\rho e^{i\phi}$ and $\psi=2\delta+\phi$. Taking the squared modulus of the echo formula gives

$$R=\frac{r_{01}^2+\rho^2+x}{1+r_{01}^2\rho^2+x},\qquad x=2r_{01}\rho\cos\psi.$$

The denominator minus the numerator is $(1-r_{01}^2)(1-\rho^2)$, so

$$\frac{dR}{dx}=\frac{(1-r_{01}^2)(1-\rho^2)}{(1+r_{01}^2\rho^2+x)^2}>0$$

for $\rho<1$. With $r_{01}<0$, as here, the minima lie at $\cos\psi=1$ and the maxima at $\cos\psi=-1$.

For a transparent substrate of different index, $r_{12}$ is real and $\phi$ is 0 or $\pi$. The half-wave points are then extrema. For an absorbing one, multiply the top and bottom of $r_{12}$ by the conjugate of $n_1+N_2$:

$$r_{12}=\frac{n_1^2-n_2^2-k_2^2-2in_1k_2}{|n_1+N_2|^2}.$$

The imaginary part is nonzero, so $\sin\phi\neq0$ and $R$ has a slope at the half-wave points.

Here $\phi=-134.67^\circ$. The first maximum needs $2\delta=180^\circ+134.67^\circ$, which puts it at 61.94 nm, 8.92 nm below the first half-wave point, with $R=0.702$. The first minimum, at 26.51 nm, has $R=0.330$. At five half-waves the slope is $-0.0062$ per nm.

**Q:** If the half-wave point is partway down a slope, the curve must pass through the bare value somewhere else too.

**A:** It does. Since $R$ is monotonic in $\cos\psi$, equality requires $\cos(2\delta+\phi)=\cos\phi$. One family of solutions is $\delta=j\pi$, with $j$ an integer, and the other is $\delta=-\phi+j\pi$. The second first occurs at $(134.67/180)\times70.86=53.01$ nm.

There $r_{12}p=\rho e^{-i\phi}=r_{12}^*$. Because $r_{01}$ is real, the whole amplitude becomes $r_{02}^*$. The numbers are $-0.7363+0.3651i$ at 53.01 nm and $-0.7363-0.3651i$ for bare silicon. A reflectance measurement alone cannot tell these cases apart, but a phase measurement can.

**Q:** Why may the substrate absorb when the film may not?

**A:** Let the film index be complex, $N_1$, so that $\delta=k_0N_1d$ is complex. Put $E'(d)=ik_0N_2E(d)$ into the two film equations and divide:

$$Y=\frac{N_1\sin\delta+iN_2\cos\delta}{i[\cos\delta-i(N_2/N_1)\sin\delta]}=N_1\frac{N_2\cos\delta-iN_1\sin\delta}{N_1\cos\delta-iN_2\sin\delta}.$$

Setting $Y=N_2$ and cross-multiplying, the cosine terms cancel and leave

$$(N_1^2-N_2^2)\sin\delta=0.$$

Unless the two indices match, $\sin\delta$ must vanish. For $\delta=a+ib$, $|\sin\delta|^2=\sin^2a+\sinh^2b$, which cannot be zero when $b\neq0$. Absorption in the film makes $b=k_0d\,\mathrm{Im}N_1$ positive, so no nonzero thickness restores the bare amplitude. The reflectance alone can still coincide, since that is a weaker condition, but here only if the absorption is weak enough. With the indices above and a film extinction coefficient of 0.005 it does so near 55.8 and 68.1 nm. With 0.01 the first maximum reaches only 0.6747, just under the bare 0.6755.

**Q:** How far would a real resist be from this ideal?

**A:** The example resembles KrF excimer-laser lithography, with a resist a few hundred nanometres thick. The indices are rough, and a resist must absorb some light to be exposed. With a rough extinction coefficient of 0.01 and the thickness held at five half-waves, one pass transmits 0.836 of the power and $R$ falls from 0.675 to 0.542, a drop of about 20% of the bare value. At one half-wave it falls to 0.646. If there is an antireflection layer under the resist, it has to be counted as part of the substrate.

Angle matters too. The phase across the film becomes $k_0n_1d\cos\theta_1$, where $\theta_1$ is the angle inside the film, so the number of half-waves the film holds falls with angle. For index 1.75 it falls from five at normal incidence to about 4.10 at grazing incidence, so this film holds a whole number of them at no oblique angle. Keeping 354.29 nm and a lossless resist:

| Sine of angle in air | Polarization | Coated $R$ | Bare $R$ |
|---|---|---|---|
| 0.3 | s | 0.710 | 0.688 |
| 0.3 | p | 0.685 | 0.662 |
| 0.6 | s | 0.696 | 0.733 |
| 0.6 | p | 0.596 | 0.613 |

Other departures can be taken one at a time from the lossless normal-incidence case. A thickness error of $-2$ or $+2$ nm gives 0.6863 or 0.6615. Raising the resist index by 0.005 gives 0.669. A 1 pm wavelength shift at fixed indices changes $R$ by about $9\times10^{-6}$.

**Q:** And the native oxide on my wafer?

**A:** It changes the reference, but not the argument. The film passes up whatever ratio $E'/E$ it receives, so the substrate may itself be a stack. With 1.5 nm of oxide of index 1.51 on the silicon, the reflectance is 0.6692 both without the resist and with five half-waves of lossless resist. The right comparison is therefore with the oxidized wafer, not with ideal clean silicon at 0.6755. The numerical output lists these cases in full.

## Computed results

```
Vacuum wavelength: 248.0 nm
Photon energy: 4.999 eV
Indices air, resist, silicon: 1.0, 1.75, (1.6+3.6j)
Wavelength inside resist: 141.71 nm
One half-wave in resist: 70.86 nm
Film order m: 5; thickness: 354.29 nm
r01 air/resist: -0.2727
r12 resist/silicon: -0.5151-0.5210j
|r12|: 0.7327; phase: -134.67 deg
r02 air/silicon: -0.7363-0.3651j
Bare reflectance, formula: 0.675456
Coated reflectance, integrated: 0.675456
Coated amplitude r, integrated: -0.7363-0.3651j
Largest |r_coated-r_bare| in tests: 1.5e-10
Field at silicon / incident field, coated: -0.2637+0.3651j
Field at silicon / incident field, bare: 0.2637-0.3651j
Fraction absorbed in silicon: 0.324544
Sum with 0 echoes: r = -0.2727+0.0000j, |r|^2 = 0.0744
Sum with 1 echoes: r = -0.7496-0.4823j, |r|^2 = 0.7944
Sum with 2 echoes: r = -0.7511-0.3468j, |r|^2 = 0.6844
Sum with 3 echoes: r = -0.7316-0.3656j, |r|^2 = 0.6689
Sum with 4 echoes: r = -0.7370-0.3657j, |r|^2 = 0.6770
Quarter-wave film: d = 35.43 nm, R = 0.4351
First minimum: d = 26.51 nm, R = 0.3304
First maximum: d = 61.94 nm, R = 0.7022
Maximum minus half-wave thickness: -8.92 nm
Second bare-R thickness: 53.01 nm, r = -0.7363+0.3651j
Slope dR/dd at half-wave on silicon: -0.00619 per nm
Slope on transparent substrate n=3.6: 0.0e+00 per nm
Neglected resist absorption, k: 0.01
  m=1: one-pass transmission 0.9647, R = 0.6460
  m=5: one-pass transmission 0.8357, R = 0.5419
  Smallest |r-r02|, lossy film 40-600 nm: 0.0188
Sine of angle 0.3, s: coated R = 0.7102, bare R = 0.6884
Sine of angle 0.3, p: coated R = 0.6850, bare R = 0.6623
Sine of angle 0.6, s: coated R = 0.6958, bare R = 0.7327
Sine of angle 0.6, p: coated R = 0.5960, bare R = 0.6127
Thickness error -2.0 nm: R = 0.6863
Thickness error +2.0 nm: R = 0.6615
Resist index change +0.005: R = 0.6687
Wavelength shift 1 pm, fixed indices: change in R = 8.8e-06
Native oxide index, thickness: 1.51, 1.5 nm
  R without resist: 0.669183
  R with half-wave resist: 0.669183
```
